# Zero-point displacement of a harmonic hydrogen atom

## Problem

A hydrogen atom sits at an interstitial site of a metal. Along one axis, \(x\), its motion is that of a harmonic oscillator with vibrational quantum \(\hbar\omega=100\) meV. Show that at zero temperature its root-mean-square displacement along this axis is about 0.144 Å.

The following conventions apply.

- The potential is \(V(x)=\tfrac12 m\omega^2x^2\), with \(x\) measured from the centre of the site. The surrounding metal atoms are held fixed.
- The vibrational quantum is the spacing \(\hbar\omega\) between neighbouring levels. It is not the zero-point energy.
- The mass \(m=1.67353\times10^{-27}\) kg is that of the light hydrogen atom, for which \(\hbar^2/(2m)=2.0739\) meV Å\(^2\).
- The root-mean-square displacement is \(x_{\rm rms}=\sqrt{\langle x^2\rangle}\), where \(\langle x\rangle=0\).

## Hints

1. At zero temperature only the ground state is occupied. Try to write the Hamiltonian as a positive operator plus a constant.
2. The operator \(A=p-im\omega x\) is useful. Multiply it from the left by its adjoint and keep the order of \(x\) and \(p\).
3. The state of lowest energy obeys a first-order differential equation. You can find \(\langle x^2\rangle\) from that equation by one integration by parts, without evaluating a Gaussian integral.
4. Before inserting numbers, eliminate \(\omega\) in favour of the energy \(\hbar\omega\).

## Full solution

### The lowest energy

The Hamiltonian is

\[
H=\frac{p^2}{2m}+\frac12m\omega^2x^2,\qquad [x,p]=xp-px=i\hbar .
\]

Since \(x\) and \(p\) are Hermitian, the adjoint of \(A=p-im\omega x\) is \(A^\dagger=p+im\omega x\). Their product is

\[
\begin{aligned}
A^\dagger A&=(p+im\omega x)(p-im\omega x)\\
&=p^2-im\omega\,px+im\omega\,xp+m^2\omega^2x^2\\
&=p^2+m^2\omega^2x^2+im\omega[x,p]\\
&=p^2+m^2\omega^2x^2-m\hbar\omega .
\end{aligned}
\]

The last sign comes from \(i\cdot i=-1\). Dividing by \(2m\) and moving the constant to the other side gives

\[
H=\frac{A^\dagger A}{2m}+\frac{\hbar\omega}{2}.
\]

For any normalized state \(\psi\), \(\langle\psi|A^\dagger A|\psi\rangle\) is the squared norm of \(A\psi\) and cannot be negative. Hence \(\langle H\rangle\ge\hbar\omega/2\), and equality requires \(A\psi=0\).

### The ground state

With \(p=-i\hbar\,d/dx\), the condition \(A\psi=0\) reads

\[
-i\hbar\psi'-im\omega x\psi=0
\quad\Longrightarrow\quad
\psi'=-\frac{m\omega}{\hbar}x\psi .
\]

Its solution is

\[
\psi(x)=C\exp\!\left(-\frac{m\omega x^2}{2\hbar}\right).
\]

A first-order linear equation fixes the solution up to the factor \(C\), and this solution can be normalized. The bound is therefore reached, by one state, which is the ground state.

### The mean square displacement

Take \(\psi\) real and let \(\rho=\psi^2\) be the normalized probability density. Then

\[
\rho'=2\psi\psi'=-\frac{2m\omega}{\hbar}x\rho .
\]

Multiply by \(x\) and integrate over the whole axis. The right side becomes \(-(2m\omega/\hbar)\langle x^2\rangle\). The left side is

\[
\int_{-\infty}^{\infty}x\rho'\,dx
=\bigl[x\rho\bigr]_{-\infty}^{\infty}-\int_{-\infty}^{\infty}\rho\,dx=0-1,
\]

because the Gaussian falls off faster than \(1/x\). Equating the two sides,

\[
\langle x^2\rangle=\frac{\hbar}{2m\omega}.
\]

The density is even in \(x\), so \(\langle x\rangle=0\) and this is also the variance. Multiplying numerator and denominator by \(\hbar\) brings in the given energy:

\[
\boxed{\;\langle x^2\rangle=\frac{\hbar^2/(2m)}{\hbar\omega},\qquad
x_{\rm rms}=\frac{\hbar}{\sqrt{2m\,\hbar\omega}}\;}
\]

### The number

\[
\langle x^2\rangle=\frac{2.0739\ \text{meV Å}^2}{100\ \text{meV}}=0.02074\ \text{Å}^2,
\qquad
x_{\rm rms}=\sqrt{0.02074}\ \text{Å}=0.144\ \text{Å}.
\]

This is 0.0144 nm, as was to be shown.

An energy balance checks the factor of two. The spring constant is

\[
m\omega^2=\frac{(\hbar\omega)^2}{2\,[\hbar^2/(2m)]}
=\frac{100^2}{2\times2.0739}\ \frac{\text{meV}}{\text{Å}^2}
=2411\ \frac{\text{meV}}{\text{Å}^2}.
\]

The mean potential energy is then \(\tfrac12\times2411\times0.02074=25\) meV. The kinetic energy follows from \(A\psi=0\), which gives \(p\psi=im\omega x\psi\) and hence \(\langle p^2\rangle=m^2\omega^2\langle x^2\rangle\). The mean kinetic energy \(\langle p^2\rangle/(2m)\) therefore equals the mean potential energy, 25 meV. Their sum is 50 meV, which agrees with the zero-point energy \(\hbar\omega/2\) found earlier. A wrong factor of two in \(\langle x^2\rangle\) would have spoiled this agreement.

### What the result says

A classical atom at zero temperature would rest at \(x=0\), in agreement with the limit \(\hbar\to0\) of the formula. The quantum atom has a finite spread although it is in a stationary state and has no energy to give up. A classical oscillator with energy \(\hbar\omega/2\) would turn back where \(\tfrac12m\omega^2x_t^2=\tfrac12\hbar\omega\), that is at \(x_t=\sqrt2\,x_{\rm rms}=0.204\) Å. The displacement 0.144 Å is thus a measure of width, and not a greatest distance.

The dependence on mass depends on what is held fixed. At fixed \(\hbar\omega\), \(x_{\rm rms}\propto m^{-1/2}\). If an isotope is exchanged in the same potential, the spring constant \(k=m\omega^2\) is fixed instead. Then \(m\omega=\sqrt{km}\), so \(x_{\rm rms}\propto m^{-1/4}\). Doubling the mass, roughly the step to deuterium, reduces the displacement by the factor \(2^{-1/4}=0.84\), to about 0.121 Å.

The result also belongs to one axis. In an isotropic well the three mean squares add, and the root-mean-square distance from the centre is \(\sqrt3\times0.144=0.249\) Å. Along a stiffer axis with a quantum of 160 meV, the same formula gives \(\sqrt{2.0739/160}=0.114\) Å.

### Beside a real metal

The parameters resemble those of hydrogen in a body-centred cubic metal such as niobium. There, local hydrogen vibrations have energies of roughly 0.1 eV, and neighbouring interstitial sites are roughly 1.2 Å apart. The calculated spread is about 12% of that distance. A real sample differs from the model in at least three ways: the metal atoms move, the temperature is not zero, and the well is not a parabola. The variations below treat the last two.

The first can be sized by binding the hydrogen to one host atom of mass \(M=93\) u. Let \(u\) and \(U\) be their displacements in the laboratory frame, \(k=2411\) meV/Å\(^2\) the spring between them, and \(K\) the spring that holds the host atom to its lattice position:

\[
m\ddot u=-k(u-U),\qquad M\ddot U=-k(U-u)-KU .
\]

Choose \(K\) so that the host atom alone would have a quantum of 15 meV, a round value. The two normal modes are independent quantum oscillators, and their contributions to \(\langle u^2\rangle\) add. At zero temperature they give \(u_{\rm rms}=0.148\) Å, which is 2.9% above the fixed-host result. At 300 K they give 0.164 Å, which is 13.7% above the same fixed-host value at zero temperature. This rise includes the effect of heat on the hydrogen vibration itself, which is 2.1% with a fixed host (Variation 1).

The host atom alone would have a displacement of 0.039 Å at zero temperature and 0.073 Å at 300 K. The hydrogen follows this slow motion while it vibrates rapidly about its moving site. Adding the two mean squares at zero temperature gives \(\sqrt{0.144^2+0.039^2}=0.149\) Å, close to the normal-mode value. In a crystal the hydrogen has several neighbours that do not move as one, so these changes are rough sizes. They concern the position in the laboratory frame; the exercise asks for the displacement from the site.

## Variation 1: the same atom at 300 K

**Question.** The host is still fixed and the well is still harmonic. How large is the displacement at 300 K, and would classical statistics suffice?

**Solution.** First we need the excited levels. From the definition of \(A\),

\[
[A,A^\dagger]=im\omega[p,x]-im\omega[x,p]=m\hbar\omega+m\hbar\omega=2m\hbar\omega .
\]

It follows that \([H,A^\dagger]=A^\dagger[A,A^\dagger]/(2m)=\hbar\omega A^\dagger\). Acting with \(A^\dagger\) on an eigenstate therefore raises its energy by \(\hbar\omega\), and acting with \(A\) lowers it by \(\hbar\omega\), unless the result is zero. Raising never gives zero, because for a normalized state \(\langle\psi|AA^\dagger|\psi\rangle=\langle\psi|A^\dagger A|\psi\rangle+2m\hbar\omega>0\). Since the energy is bounded from below, repeated lowering must end at a state with \(A\psi=0\), the ground state. The levels are

\[
E_n=\left(n+\tfrac12\right)\hbar\omega,\qquad n=0,1,2,\ldots
\]

Each occurs once: \(A\) sends no excited state to zero, so a level cannot have more independent states than the level below it, and the ground state is single.

Next we need \(\langle x^2\rangle_n\). In an eigenstate of \(H\) the expectation value of any commutator with \(H\) vanishes. Choose the operator \(xp\):

\[
0=\langle[xp,H]\rangle_n=\langle x[p,H]+[x,H]p\rangle_n
=-i\hbar m\omega^2\langle x^2\rangle_n+\frac{i\hbar}{m}\langle p^2\rangle_n .
\]

Thus \(\langle p^2\rangle_n/(2m)=\tfrac12m\omega^2\langle x^2\rangle_n\). Kinetic and potential energy are equal, and their sum gives \(\langle x^2\rangle_n=E_n/(m\omega^2)\).

It remains to average the energy. With \(z=e^{-\hbar\omega/k_BT}\), the geometric series \(\sum z^n=1/(1-z)\) and its derivative, \(\sum nz^n=z/(1-z)^2\), give a mean level number \(z/(1-z)\). Hence

\[
\langle E\rangle=\hbar\omega\left(\frac12+\frac{z}{1-z}\right)
=\frac{\hbar\omega}{2}\,\frac{1+z}{1-z}
=\frac{\hbar\omega}{2}\coth\frac{\hbar\omega}{2k_BT},
\]

and, after division by \(m\omega^2\),

\[
\langle x^2\rangle_T=\frac{\hbar}{2m\omega}\coth\frac{\hbar\omega}{2k_BT}.
\]

At 300 K, \(k_BT=25.85\) meV. The argument is \(100/(2\times25.85)=1.934\), and its hyperbolic cotangent is 1.043. The displacement becomes \(0.144\sqrt{1.043}=0.147\) Å, which is 2.1% above the zero-temperature value.

For \(k_BT\gg\hbar\omega\), \(\coth y\approx1/y\), and the formula tends to the classical result \(k_BT/(m\omega^2)\). At 300 K this would give \(\sqrt{25.85/2411}=0.104\) Å, about 30% below the quantum value. Room temperature is not high for this vibration, because its quantum is almost four times \(k_BT\).

## Variation 2: a well that is not a parabola

**Question.** Replace the parabola by a rigid periodic potential with site distance \(d=1.2\) Å,

\[
V(x)=\frac{V_0}{2}\left(1-\cos\kappa x\right),\qquad \kappa=\frac{2\pi}{d}.
\]

How does the zero-temperature displacement change if 100 meV describes (a) the curvature at the minimum, or (b) the actual first excitation energy?

**Solution.** Near the minimum,

\[
V\approx\frac{V_0\kappa^2}{4}x^2-\frac{V_0\kappa^4}{48}x^4
=\frac k2x^2-\lambda x^4,\qquad
k=\frac{V_0\kappa^2}{2},\quad \lambda=\frac{k\kappa^2}{24}.
\]

Let \(\omega=\sqrt{k/m}\) now denote the frequency set by the curvature, and let \(a^2=\hbar/(2m\omega)\). The harmonic ground-state density obeys \(\rho'=-x\rho/a^2\). Multiplying by \(x^3\) or \(x^5\) and integrating by parts gives

\[
\langle x^4\rangle_0=3a^2\langle x^2\rangle_0=3a^4,\qquad
\langle x^6\rangle_0=5a^2\langle x^4\rangle_0=15a^6 .
\]

The first excited state is proportional to \(A^\dagger\psi=2im\omega x\psi\). Its normalized density is \(x^2\rho/a^2\), so \(\langle x^4\rangle_1=\langle x^6\rangle_0/a^2=15a^4\). To first order in \(\lambda\), the excitation energy is

\[
\Delta=\hbar\omega-\lambda(15-3)a^4
=\hbar\omega-\frac{k\kappa^2a^4}{2}
=\hbar\omega\left(1-\frac{\kappa^2a^2}{4}\right),
\]

where the last step uses \(ka^2=\hbar\omega/2\).

For the displacement, use \(dE_0/dk=\langle x^2\rangle/2\) at fixed \(\lambda\). This holds because \(k\) enters the Hamiltonian through \(kx^2/2\), and the change of the normalized eigenstate does not contribute to the derivative. The energy is \(E_0=\hbar\omega/2-3\lambda a^4\), with \(a^4=\hbar^2/(4mk)\). Differentiating,

\[
\frac{\langle x^2\rangle}{2}=\frac{a^2}{2}+\frac{3\lambda a^4}{k}
\quad\Longrightarrow\quad
\langle x^2\rangle=a^2\left(1+\frac{\kappa^2a^2}{4}\right).
\]

The softer well lowers the excitation energy and widens the state. Since \(\hbar\omega\,a^2=\hbar^2/(2m)\), the product of the two results is

\[
\Delta\,\langle x^2\rangle=\frac{\hbar^2}{2m}\left[1-\left(\frac{\kappa^2a^2}{4}\right)^2\right].
\]

The first-order corrections cancel. The squared term has no meaning by itself, because other terms of the same order were left out of both results. The numerical solution below shows how much remains.

**Case (a).** Here \(\kappa^2=27.4\) Å\(^{-2}\) and \(V_0=2\times2411/27.4=176\) meV. The correction parameter is \(\kappa^2a^2/4=27.4\times0.02074/4=0.142\). First-order theory gives \(\Delta=86\) meV and a displacement of \(0.144\sqrt{1.142}=0.154\) Å. Solving the full cosine potential numerically in plane waves gives 82.7 meV and 0.158 Å. The displacement is 9.7% above the harmonic value, whereas first order gives about 7%, so higher orders matter at this barrier.

**Case (b).** Adjusting the barrier until the numerical excitation energy is 100 meV gives \(V_0=240\) meV and a curvature quantum of 116.9 meV. The displacement is now 0.1437 Å, only 0.2% below the harmonic value, when both quantities are averaged over the band as described below. For this potential, the simple formula works much better with the actual excitation energy than with the curvature.

In a periodic potential each level broadens into a band, because the atom can tunnel to the next site. The excitation energies above are differences between band centres, and the displacements are taken within one cell and averaged over the two band edges. The width of the lowest band is 0.64 meV in case (a) and 0.25 meV in case (b), small beside 100 meV. The first excited band is much wider, about 10 meV in case (a) and 5 meV in case (b), because it lies closer to the top of the barrier. The excitation energy therefore runs from about 77 to 88 meV across the band in case (a) and from 97 to 103 meV in case (b), and the values above are averages. The displacement in case (a) runs from 0.154 to 0.162 Å. If the barrier in case (b) is fitted, and the displacement evaluated, at the zone centre or the zone boundary alone, the deviation from the harmonic value is about +2.7% or −2.4%, so the 0.2% holds for the average only. These barriers and band widths belong to the one-dimensional model and are not estimates for niobium. At a tetrahedral site of a body-centred cubic metal, the axis with the lowest vibrational quantum makes an angle of 45° with the direction to the nearest site, so a real jump involves motion along more than one axis. A real lattice also relaxes around the hydrogen. The relaxed atoms would have to move along with a tunnelling atom, which reduces coherent tunnelling; the rigid potential leaves this out.

The numerical output below lists the main values with their units.

## Numbers as computed

```
INPUTS
vibrational quantum: 100 meV
hydrogen atom mass: 1.67353e-27 kg
temperature of use: 300 K
thermal energy kT: 25.85 meV
MAIN RESULT, T = 0, ONE AXIS
hbar^2/(2m): 2.0739 meV A^2
mean square displacement: 0.02074 A^2
rms displacement, formula: 0.1440 A
rms displacement, formula: 0.0144 nm
rms displacement, diagonalization: 0.1440 A
spring constant m omega^2: 2411 meV/A^2
zero-point energy, diagonalization: 50.00 meV
its potential part, diagonalization: 25.00 meV
HEAT, 300 K
rms, quantum: 0.1471 A
change from T = 0: 2.1 %
rms, classical: 0.1036 A
STIFFER AXIS, T = 0
quantum: 160 meV
rms: 0.1138 A
MOVING HOST ATOM
host mass: 93 u
host quantum: 15 meV
upper coupled mode: 100.55 meV
host rms alone, 0 K: 0.0387 A
total hydrogen rms, 0 K: 0.1482 A
change from main result, 0 K: 2.9 %
host rms alone, 300 K: 0.0729 A
total hydrogen rms, 300 K: 0.1637 A
change from main result, 300 K: 13.7 %
COSINE POTENTIAL, T = 0
site distance: 1.2 A
(a) curvature quantum: 100 meV
(a) barrier: 176 meV
(a) first excitation: 82.7 meV
(a) rms: 0.1580 A
(a) change from main result: 9.7 %
(a) lowest band width: 0.64 meV
(b) first excitation: 100.0 meV
(b) curvature quantum: 116.9 meV
(b) barrier: 240 meV
(b) rms: 0.1437 A
(b) change from main result: -0.2 %
(b) lowest band width: 0.25 meV
```
